# Why fixed Gaussian widths create false three-phonon decay in a chain

**A split that almost conserves energy**

In a chain of equal masses $M$ joined by nearest-neighbour springs $K$, a phonon of wave number $q$ has frequency $\omega=\omega_m|\sin x|$, with $x=qa/2$, lattice constant $a$ and $\omega_m=2\sqrt{K/M}$. Let it split into two phonons of wave number $q/2$. The frequency mismatch is

$$2\omega(q/2)-\omega(q)=2\omega_m\sin\tfrac x2\left(1-\cos\tfrac x2\right)>0 ,$$

so the split is forbidden. Take $M=50000$ electron masses and $K=0.05$ Ha/bohr², which give $\omega_m=2\times10^{-3}$ Ha (atomic units, $\hbar=1$). At $q=0.2\pi/a$ the mismatch is $7.7\times10^{-6}$ Ha. A Gaussian of width $\sigma=10^{-4}$ Ha sees it as 0.077 widths and gives it $e^{-0.077^2/2}=0.997$ of its peak weight. The forbidden process is counted as if it conserved energy.

**The rate and its true value**

Let the anharmonic energy be $V=\frac{K_3}{6}\sum_n(u_{n+1}-u_n)^3$ on a ring of $N$ cells, treated to lowest order by the golden rule at zero temperature. The displacement is

$$u_n=\sum_q\frac{a_qe^{iqna}+a_q^\dagger e^{-iqna}}{\sqrt{2MN\omega}} .$$

Since $|e^{iqa}-1|=2|\sin x|=2\omega/\omega_m$, each phonon brings the squared bond amplitude $(2\omega/\omega_m)^2/(2MN\omega)=2\omega/(MN\omega_m^2)$. The site sum gives $N$ when $q'+q''=q$ modulo $2\pi/a$, and the six operator orderings cancel the $1/6$. With $M\omega_m^2=4K$,

$$|V_{q\to q'q''}|^2=K_3^2N^2\frac{8\,\omega\omega'\omega''}{N^3(4K)^3}=\frac{K_3^2\,\omega\omega'\omega''}{8K^3N}.$$

Summing over $q'$ counts each pair twice, hence a factor ½. For $q'=q''$ there are three orderings and a factor $\sqrt2$, so the squared element is half as large, and the same ½ covers that case. Thus

$$\Gamma=\frac AN\sum_{q'}\omega\omega'\omega''\,\delta(\Delta),\qquad \Delta=\omega'+\omega''-\omega,\qquad A=\frac{\pi K_3^2}{8K^3}.$$

For $K_3=-0.15$ Ha/bohr³, $A=70.7$ Ha⁻¹.

Take $0<x<\pi$ and let $x_1$, the phase of $q'$, run over $(0,\pi)$. On the first arc, $x_1<x$ and $x_2=x-x_1$, so

$$\frac{\Delta}{\omega_m}=2\sin\tfrac x2\left[\cos\tfrac{x_1-x_2}2-\cos\tfrac{x_1+x_2}2\right]=4\sin\tfrac x2\sin\tfrac{x_1}2\sin\tfrac{x_2}2>0 .$$

On the second arc, $x_1>x$. Put $y=x_1-x$ and $z=\pi-x_1$. The three frequencies are $\omega_m$ times $\sin z$, $\sin y$ and $\sin x=\sin(y+z)$, so the same formula holds with $x$ replaced by $y+z=\pi-x$. Both arcs together include Umklapp. No decay into two phonons of nonzero frequency conserves energy, and the true rate is zero.

**What a fixed width does**

Replace $\delta(\Delta)$ by $G_\sigma(\Delta)=e^{-\Delta^2/2\sigma^2}/(\sqrt{2\pi}\,\sigma)$ and refine the grid, so that $\frac1N\sum\to\frac1\pi\int dx_1$. If $\sigma$ is far below the largest mismatch on each arc, the arc ends dominate. Near $x_1=0$, $\omega'\simeq\omega_mx_1$, $\omega''\simeq\omega$ and $\Delta\simeq\omega_ms\,x_1$, with $s=2\sin^2\frac x2=1-\cos x$. With $u=\omega_ms\,x_1$, this end gives

$$\frac{A\omega^2}{\pi\omega_ms^2}\int_0^\infty uG_\sigma(u)\,du=\frac{A\omega^2\sigma}{\pi\sqrt{2\pi}\,\omega_ms^2}.$$

There are two such ends, and two more on the second arc with $s=1+\cos x$. Since $2[(1-\cos x)^{-2}+(1+\cos x)^{-2}]=4(1+\cos^2x)/\sin^4x$ and $\omega^2=\omega_m^2\sin^2x$,

$$\Gamma_{\rm fixed}\simeq\frac{4A\omega_m\sigma(1+\cos^2x)}{\pi\sqrt{2\pi}\,\sin^2x}.$$

This does not depend on $N$. At $q=0.8\pi/a$ it gives $8.7\times10^{-6}$ Ha. The sums for $N=100$, 400 and 1600 give 1.014, 1.035 and $1.036\times10^{-5}$ Ha, the last being 0.43 ps⁻¹. The rate converges with the grid, but to a false value.

For long waves the largest first-arc mismatch is $4\omega_m\sin^2\frac x4\sin\frac x2\simeq\omega_mx^3/8$. It comes from the curvature, since a linear dispersion would give zero. If it is far below $\sigma$, then $G_\sigma\simeq1/(\sqrt{2\pi}\,\sigma)$ on the whole arc, and

$$\Gamma_{\rm fixed}\simeq\frac{A\omega_m^3x}{\pi\sqrt{2\pi}\,\sigma}\int_0^x x_1(x-x_1)\,dx_1=\frac{A\omega_m^3x^4}{6\pi\sqrt{2\pi}\,\sigma}.$$

The second arc adds a fraction of about $3\sigma^2/(\omega_mx)^2$, so the law also needs $\sigma\ll\omega_mx$. At $q=0.2\pi/a$ it gives $1.17\times10^{-6}$ Ha, and the sum for $N=1600$ gives $1.23\times10^{-6}$ Ha. In this regime a smaller $\sigma$ at first raises the false rate.

**Why the velocity difference helps**

At fixed $q$, $d\Delta/dq'=v'-v''$, because $q''=q-q'$ decreases as $q'$ grows. One grid step $h=2\pi/(Na)$ therefore changes the mismatch by about $|v'-v''|h$. Choose

$$\sigma=\alpha|v'-v''|h .$$

On each arc $\Delta$ is a sum of concave sine arcs and a constant. It vanishes at both ends and is symmetric about the middle. A concave curve lies below its tangents. The tangent at a point $m$ steps from the nearest end, followed back to that end, gives $0\le\Delta-mh|v'-v''|$, hence

$$\Delta/\sigma\ge m/\alpha .$$

This holds for every $q$, however small the mismatch. At the middle $v'=v''$ and the width is zero; since $\Delta>0$ there, the weight is zero.

Some leakage remains. Near an end, $\omega'\simeq\omega_m\pi m/N$, $\sigma\simeq\alpha s\,\omega_m\pi/N$ and $\Delta/\sigma\simeq m/\alpha$, so each point contributes $A\omega^2m\,e^{-m^2/2\alpha^2}/(\sqrt{2\pi}\,\alpha sN)$. The four ends supply $2[(1-\cos x)^{-1}+(1+\cos x)^{-1}]=4/\sin^2x$, and

$$\Gamma_{\rm scaled}\simeq\frac{4A\omega_m^2S}{\sqrt{2\pi}\,\alpha N},\qquad S=\sum_{m\ge1}m\,e^{-m^2/2\alpha^2},$$

provided each arc has many grid points. For $\alpha=1/2$, $S/\alpha=0.272$, and $N=1600$ gives $7.7\times10^{-8}$ Ha. The sums give $7.5\times10^{-8}$ Ha at $0.2\pi/a$ and $7.7\times10^{-8}$ Ha at $0.8\pi/a$, about 16 and 135 times below the fixed-width rates. On a coarse grid the gain can be small: at $0.2\pi/a$ and $N=100$ the scaled width gives $8.2\times10^{-7}$ Ha against $1.21\times10^{-6}$ Ha. For longer waves the gain turns into a loss, because $\Gamma_{\rm scaled}$ does not depend on $q$ while $\Gamma_{\rm fixed}$ falls steeply as $x\to0$. At $N=1600$ the scaled width gives the larger false rate for $q$ between about $0.004\pi/a$ and $0.09\pi/a$, by a factor 5.7 at $0.05\pi/a$. Its advantage is that this rate keeps falling with $N$.

**Allowed decays limit the choice of $\alpha$**

Near an allowed root lying $\phi$ grid steps from the origin, $\Delta/\sigma=\pm(m-\phi)/\alpha$, where $m$ now numbers the grid points. Poisson summation gives the ratio of the sum to the true contribution:

$$\sum_m\frac{e^{-(m-\phi)^2/2\alpha^2}}{\sqrt{2\pi}\,\alpha}=1+2\sum_{k\ge1}e^{-2\pi^2\alpha^2k^2}\cos2\pi k\phi .$$

The leading ripple is 39% of the true contribution for $\alpha=1/\sqrt{12}$, the standard deviation of a linear mismatch across one cell. It is 1.4% for $\alpha=1/2$ and negligible for $\alpha=1$, while the leakage factor $S/\alpha$ rises from 0.0086 to 0.27 and 0.91. In this chain $\alpha=1/2$ is a reasonable compromise.

A control needs a decay that really occurs. A second-neighbour spring $K_2=-0.15K$ gives $M\omega^2=4K\sin^2x+4K_2\sin^22x$, so that $\omega^2/\omega_m^2\simeq0.4x^2+0.467x^4$ at small $x$: the dispersion now bends upward. At $q=0.8\pi/a$ the decay into $0.26\pi/a$ and $0.54\pi/a$ is allowed. Each frequency factor in the coupling becomes $\omega_m^2\sin^2x_i/\omega_i$, and each root contributes $1/(\pi|d\Delta/dx_1|)$ to the integral. The golden-rule rate is $1.49\times10^{-3}$ Ha. This is comparable with the phonon frequency, so it is no credible lifetime, but it still tests the integration, because $K_3^2$ cancels in ratios.

At $N=1600$, $\sigma=10^{-4}$ Ha gives $3.3\times10^{-4}$ Ha, 78% too low, and the scaled width is 1% too high. For $N$ from 200 to 600 in steps of 10, the scaled width gives 0.986 to 1.015 times the true rate. A fixed width of $10^{-7}$ Ha gives between 0 and 5.5 times, depending on whether a grid point falls near a root. Narrowing a fixed width helps only while the grid still resolves it.

**Finite temperature**

Keep only the splitting channel, leaving out the absorption of a thermal phonon, $q+q'\to q''$. Decay minus recombination brings the factor $(1+n')(1+n'')-n'n''=1+n'+n''$. For a soft phonon $n'\simeq k_BT/\omega'$, which cancels the vanishing $\omega'$ in the coupling. With a fixed width far below the largest mismatch on each arc, and with $\sigma/s\ll k_BT$ so that this form of $n'$ holds for the phonons that contribute, each end then gives

$$\frac{A\omega^2k_BT}\pi\int_0^\infty G_\sigma(\omega_ms\,x_1)\,dx_1=\frac{A\omega^2k_BT}{2\pi\omega_ms},$$

and the four ends give $2A\omega_mk_BT/\pi$, independent of $\sigma$. At 300 K this is $8.6\times10^{-5}$ Ha, or 3.5 ps⁻¹. The scaled width replaces the integral by a sum, which multiplies the result by $R=2\sum_{m\ge1}e^{-m^2/2\alpha^2}/(\sqrt{2\pi}\,\alpha)=0.22$ for $\alpha=1/2$. That leaves $1.9\times10^{-5}$ Ha, which no grid refinement at fixed $\alpha$ removes; a smaller $\alpha$ lowers it (about $6\times10^{-7}$ Ha for $\alpha=1/\sqrt{12}$) at the price of the larger ripple. Every finite ring has zero unbroadened rate; in the infinite chain the value depends on the order of limits.

**What to do**

- Vary the width as well as the grid. Convergence in $N$ at fixed $\sigma$ says nothing about the artefact. At finite temperature stability against $\sigma$ is no proof either, since the end-point term above does not depend on $\sigma$.
- Check whether $\Delta$ changes sign between neighbouring grid points. If it has one sign on a whole arc, a rate found there comes from the broadening, unless $\Delta$ touches zero or crosses it twice within one cell, or crosses it once between an arc end and the nearest grid point. A finer scan of $\Delta$ can reveal such crossings.
- Avoid a lower limit on the scaled width that stays fixed as the grid is refined. On a fine grid the limit takes over and acts as a fixed width, so the false rate no longer falls with $N$.
- Treat an allowed root separately if it lies within a few grid steps of a point where $v'=v''$. There the mismatch is no longer linear across a cell, and the width estimate loses accuracy: for a quadratic mismatch and $\alpha=1/2$ the error reaches 27% at one to two steps, 9% at two to three and 5% at three to four.

The numbers are those of a one-dimensional model and should not be carried over to a crystal. The numerical check below covers the coupling, the bounds, the limits and the control.

## Numbers as computed

```
mass M = 50000 electron masses
springs K = 0.05 , control K2 = -0.0075 Ha/bohr^2
cubic constant K3 = -0.15 Ha/bohr^3
top frequency w_m = 2.0000e-03 Ha
rate prefactor A = 70.686 1/Ha
fixed width sigma = 1.0e-04 Ha; scaled-width alpha = 0.5
conversion: 1 Ha = 4.1341e+04 1/ps
smallest mismatch/(steps*change per step), N=200: 1.00014
q = 0.2 pi/a: frequency = 6.1803e-04 Ha
  mismatch of equal split = 7.7039e-06 Ha
  N=100: fixed 1.2093e-06 Ha, scaled 8.2480e-07 Ha
  N=400: fixed 1.2315e-06 Ha, scaled 2.8341e-07 Ha
  N=1600: fixed 1.2329e-06 Ha, scaled 7.5268e-08 Ha
  N=1600: fixed 0.0510 1/ps, scaled 0.00311 1/ps
  small-sigma law for fixed width = 1.4322e-04 Ha
q = 0.8 pi/a: frequency = 1.9021e-03 Ha
  mismatch of equal split = 4.4903e-04 Ha
  N=100: fixed 1.0144e-05 Ha, scaled 1.1724e-06 Ha
  N=400: fixed 1.0350e-05 Ha, scaled 3.0357e-07 Ha
  N=1600: fixed 1.0362e-05 Ha, scaled 7.6506e-08 Ha
  N=1600: fixed 0.4284 1/ps, scaled 0.00316 1/ps
  small-sigma law for fixed width = 8.6972e-06 Ha
scaled-width law, N=1600 = 7.6706e-08 Ha
bound for all q, N=1600 = 1.5341e-07 Ha
N=200: largest scaled rate over q = 6.0297e-07 Ha
N=200: bound = 1.2273e-06 Ha
alpha=0.2887: S/alpha=8.5866e-03, R=0.0069, ripple=3.86e-01
alpha=0.5000: S/alpha=2.7201e-01, R=0.2165, ripple=1.44e-02
alpha=1.0000: S/alpha=9.1189e-01, R=0.6011, ripple=5.35e-09
control chain, q = 0.8 pi/a:
  allowed children q1 = 0.2614, 0.5386 pi/a
  true rate = 1.4856e-03 Ha = 61.419 1/ps
  fixed width, N=1600 = 3.2954e-04 Ha
  scaled width, N=1600 = 1.5015e-03 Ha
  rate/true rate, range over N = 200 to 600 in steps of 10:
    scaled width: 0.9863 to 1.0150
    fixed 1e-07 Ha: 0.0000 to 5.4662
temperature = 300 K, kT = 9.5004e-04 Ha
  end-point limit, fixed width = 8.5504e-05 Ha
    = 3.535 1/ps
  fixed sum, q=0.8 pi/a, sigma=2e-06 Ha: 8.5463e-05 Ha
  scaled sum, q=0.8 pi/a, N=6400: 1.8512e-05 Ha
    = 0.765 1/ps
```
